# Solving the Usadel Equation for the Minigap of a Long Junction: test program

```python
# RESULT UNDER TEST: a long diffusive normal region between transparent, rigid
# superconducting contacts at zero phase has minigap E_g = 3.12 hbar D/L^2.
# L: full length, D: diffusion constant, E_Th = hbar D/L^2, eps = E/E_Th.
# theta: pairing angle, density of states (DOS) = Re cos(theta), normal state = 1.
# Inside the gap theta = pi/2 + i psi with real psi; m = psi at the midpoint.
# u = E_Th/Delta; r = resistance of one contact / resistance of normal region.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def chebyshev_grid(n):
    """Nodes on [-1/2, 1/2], derivative matrix and quadrature weights."""
    j = np.arange(n + 1)
    t = np.cos(np.pi * j / n)
    c = np.ones(n + 1)
    c[[0, -1]] = 2
    c *= (-1.0) ** j
    d = np.outer(c, 1 / c) / (t[:, None] - t[None, :] + np.eye(n + 1))
    d -= np.diag(d.sum(axis=1))
    moments = np.array([2 / (1 - k * k) if k % 2 == 0 else 0.0 for k in j])
    w = np.linalg.solve(np.polynomial.chebyshev.chebvander(t, n).T, moments)
    return t / 2, 2 * d, w / 2


def find_fold(grid, u=0.0, r=0.0, start=None):
    """Newton solution for the profile, its null mode and the minigap."""
    x, d1, _ = grid
    size, mid = len(x), len(x) // 2
    d2 = d1 @ d1
    if start is None:
        psi, mode, eps = 1.4 * np.cos(np.pi * x), np.cos(np.pi * x), 3.0
    else:
        psi, mode, eps = (np.copy(start[0]), np.copy(start[1]), start[2])
    for _ in range(60):
        ch, sh = np.cosh(psi), np.sinh(psi)
        f = d2 @ psi + 2 * eps * ch
        jac = d2 + 2 * eps * np.diag(sh)
        second = 2 * eps * ch * mode
        f_eps, jac_eps_mode = 2 * ch, 2 * sh * mode
        edge_psi = np.arctanh(eps * u)
        edge_slope = u / (1 - (eps * u) ** 2)
        for i, sign in ((0, -1), (size - 1, 1)):
            jump = psi[i] - edge_psi
            f[i] = sign * r * (d1[i] @ psi) - np.sinh(jump)
            jac[i] = sign * r * d1[i]
            jac[i, i] -= np.cosh(jump)
            second[i] = -np.sinh(jump) * mode[i]
            f_eps[i] = np.cosh(jump) * edge_slope
            jac_eps_mode[i] = np.sinh(jump) * edge_slope * mode[i]
        big = np.zeros((2 * size + 1, 2 * size + 1))
        big[:size, :size] = jac
        big[:size, -1] = f_eps
        big[size:-1, :size] = np.diag(second)
        big[size:-1, size:-1] = jac
        big[size:-1, -1] = jac_eps_mode
        big[-1, size + mid] = 1
        residual = np.concatenate((f, jac @ mode, [mode[mid] - 1]))
        step = np.linalg.solve(big, -residual)
        psi = psi + step[:size]
        mode = mode + step[size:-1]
        eps = eps + step[-1]
        if np.max(np.abs(step)) < 1e-8:
            assert eps > 0 and psi[mid] > 0
            return psi, mode, eps
    raise AssertionError("fold iteration did not converge")


def solve_usadel(grid, energy, u=0.0):
    """Retarded theta, followed from the imaginary energy axis."""
    x, d1, _ = grid
    d2 = d1 @ d1
    energy = complex(energy)
    path = [1j * h for h in np.linspace(0, 5, 11)]
    count = int(np.ceil(abs(energy.real))) + 1
    path += [5j + energy.real * s for s in np.linspace(0, 1, count + 1)[1:]]
    height = 3.5
    while height > max(energy.imag, 1e-5):
        path.append(energy.real + 1j * height)
        height *= 0.7
    path.append(energy)
    theta = np.full(len(x), np.pi / 2, dtype=complex)
    for e in path:
        edge = np.pi / 2 + 1j * np.arctanh(complex(e * u))
        for _ in range(50):
            f = d2 @ theta + 2j * e * np.sin(theta)
            jac = d2 + 2j * e * np.diag(np.cos(theta))
            for i in (0, len(x) - 1):
                f[i] = theta[i] - edge
                jac[i] = 0
                jac[i, i] = 1
            step = np.linalg.solve(jac, -f)
            theta = theta + step
            if np.max(np.abs(step)) < 1e-8:
                break
        else:
            raise AssertionError("Usadel iteration did not converge")
    return theta


def first_integral(m, edge=0.0):
    """Integral of d psi/sqrt(sinh m-sinh psi), endpoint singularity removed."""
    def integrand(t):
        gap = 2 * np.cosh(m - t * t / 2) * np.sinh(t * t / 2)
        return 2 * t / np.sqrt(gap)
    return quad(integrand, 0, np.sqrt(m - edge), epsabs=1e-11, epsrel=1e-11)[0]


def quadrature_gap(u):
    """Largest energy that permits a real profile, without a spatial grid."""
    def energy(m):
        if u == 0:
            return first_integral(m) ** 2
        return brentq(lambda e: np.sqrt(e) - first_integral(m, np.arctanh(e * u)),
                      0.01, 5, xtol=1e-12)
    best = minimize_scalar(lambda m: -energy(m), bounds=(0.8, 3),
                           method="bounded", options={"xatol": 1e-8})
    return -best.fun, best.x


# Matrix equation reduced to the scalar equation.
X, DD, EE = sp.symbols("x D E")
angle = sp.Function("theta")(X)
tau1 = sp.Matrix([[0, 1], [1, 0]])
tau2 = sp.Matrix([[0, -sp.I], [sp.I, 0]])
tau3 = sp.Matrix([[1, 0], [0, -1]])
g = sp.cos(angle) * tau3 + sp.sin(angle) * tau1
matrix_side = DD * (g * g.diff(X)).diff(X) + sp.I * EE * (tau3 * g - g * tau3)
scalar_side = DD * angle.diff(X, 2) + 2 * sp.I * EE * sp.sin(angle)
difference = (matrix_side - sp.I * tau2 * scalar_side).applyfunc(sp.simplify)
assert difference == sp.zeros(2, 2)

# Contact DOS compared with counting states of the BCS dispersion.
contact_angle = np.pi / 2 + 1j * np.arctanh(2 + 1e-12j)
xi_of_energy = lambda e: brentq(lambda xi: np.hypot(xi, 1) - e, 0, 5, xtol=1e-13)
counted_dos = (xi_of_energy(2.0001) - xi_of_energy(1.9999)) / 0.0002
assert abs(np.cos(contact_angle).real - counted_dos) < 1e-6

# Long-junction minigap by two methods.
grid = chebyshev_grid(40)
x, d1, weights = grid
mid = len(x) // 2
fold = find_fold(grid)
psi, mode, eps_gap = fold
eps_quad, m_quad = quadrature_gap(0)
assert abs(eps_gap - eps_quad) < 1e-7
assert abs(psi[mid] - m_quad) < 1e-4
assert abs(eps_gap - 3.12) < 0.005
print(f"Minigap, fold solver: {eps_gap:.6f} E_Th")
print(f"Minigap, quadrature: {eps_quad:.6f} E_Th")
print(f"Midpoint psi at minigap: {psi[mid]:.5f}")
for n in (8, 12, 16, 24):
    coarse = find_fold(chebyshev_grid(n))[2]
    print(f"Grid intervals {n}: minigap {coarse:.8f} E_Th")

# Two real branches below the gap; the retarded solver must choose the lower.
for e in (1.0, 2.0, 3.0):
    low = brentq(lambda m: first_integral(m) ** 2 - e, 1e-6, m_quad)
    high = brentq(lambda m: first_integral(m) ** 2 - e, m_quad, 15)
    theta = solve_usadel(grid, e)
    assert abs((theta[mid] - np.pi / 2) / 1j - low) < 1e-6
    print(f"eps={e:.1f}: midpoint psi lower {low:.5f}, upper {high:.5f}")

# Empty gap and square-root onset.
assert np.max(np.abs(np.cos(solve_usadel(grid, 0.99 * eps_gap)).real)) < 1e-7
j1 = weights @ (mode * np.cosh(psi))
j3 = weights @ (mode ** 3 * np.cosh(psi))
mid_amp = np.cosh(psi[mid]) * np.sqrt(2 * j1 / j3)
avg_amp = j1 * np.sqrt(2 * j1 / j3)
excess = 1e-3
dos_edge = np.cos(solve_usadel(grid, eps_gap * (1 + excess))).real
assert abs(dos_edge[mid] / (mid_amp * np.sqrt(excess)) - 1) < 0.01
assert abs((weights @ dos_edge) / (avg_amp * np.sqrt(excess)) - 1) < 0.01
print(f"Edge integrals J1, J3: {j1:.5f}, {j3:.5f}")
print(f"Edge DOS amplitude: midpoint {mid_amp:.4f}, average {avg_amp:.4f}")
for e in (2.0, 3.0, 3.2, 4.0, 6.0, 10.0, 20.0):
    dos = np.cos(solve_usadel(grid, e)).real
    print(f"eps={e:.1f}: DOS midpoint {abs(dos[mid]):.4f}, "
          f"average {abs(weights @ dos):.4f}")

# High-energy solution near one contact, where the other contact is remote.
theta_high = solve_usadel(grid, 100)
near = np.argmin(np.abs(x + 0.4))
decay = np.sqrt(-200j)
theta_single = 4 * np.arctan(np.tan(np.pi / 8) * np.exp(-decay * (x[near] + 0.5)))
assert abs(np.cos(theta_high[near]) - np.cos(theta_single)) < 1e-3

# Finite superconducting gap and small contact resistance.
gap_slope = 2 * np.sqrt(eps_gap / np.sinh(psi[mid]))
near_limit = find_fold(grid, u=1e-4, start=fold)[2]
assert abs((1 - near_limit / eps_gap) / (1e-4 * gap_slope) - 1) < 0.01
weak_contact = find_fold(grid, r=1e-4, start=fold)[2]
assert abs((1 - weak_contact / eps_gap) / 4e-4 - 1) < 0.01
print(f"First finite-gap coefficient: {gap_slope:.4f}")
current = fold
for ratio in (1000, 100, 30, 10):
    current = find_fold(grid, u=1 / ratio, start=current)
    print(f"Delta/E_Th={ratio}: minigap {current[2]:.5f} E_Th")
assert abs(current[2] - quadrature_gap(0.1)[0]) < 1e-6

# Rough typical n-InAs / Nb parameters, converted to SI for calculation.
hbar, q, me, kb = const.hbar, const.e, const.m_e, const.k
density, mobility = 3e24, 0.2
mass0, band_gap = 0.023 * me, 0.42 * q
length, width, thickness = 1500e-9, 2000e-9, 200e-9
delta, temperature, tau_in = 1.4e-3 * q, 0.03, 1e-9
sigma_s, diff_s, transmission = 1e7, 1e-3, 0.7
kf = (3 * np.pi ** 2 * density) ** (1 / 3)
kinetic = (hbar * kf) ** 2 / (2 * mass0)
fermi = band_gap * (np.sqrt(1 + 4 * kinetic / band_gap) - 1) / 2
mass_f = mass0 * (1 + 2 * fermi / band_gap)
vf = hbar * kf / mass_f
tau = mobility * mass_f / q
path_length = vf * tau
diffusion = vf ** 2 * tau / 3


def carriers(e):
    k = np.sqrt(2 * mass0 * e * (1 + e / band_gap)) / hbar
    return k ** 3 / (3 * np.pi ** 2)


h = fermi * 1e-5
states = (carriers(fermi + h) - carriers(fermi - h)) / (2 * h)
assert abs(mobility * density / (q * states) / diffusion - 1) < 1e-6
thouless = hbar * diffusion / length ** 2
u = thouless / delta
device = find_fold(grid, u=u, start=fold)
assert abs(device[2] - quadrature_gap(u)[0]) < 1e-6
below = np.cos(solve_usadel(grid, 0.99 * device[2], u)).real
above = np.cos(solve_usadel(grid, 1.01 * device[2], u)).real
assert np.max(np.abs(below)) < 1e-7 and above[mid] > 0.05
minigap = device[2] * thouless
micro = 1e6 / q
print(f"InAs density {density/1e6:.1e} cm^-3; mobility {mobility*1e4:.0f} cm2/Vs")
print(f"InAs edge mass {mass0/me:.3f} m_e; band gap {band_gap/q:.2f} eV")
print(f"Length, width, thickness: {length*1e9:.0f}, {width*1e9:.0f}, "
      f"{thickness*1e9:.0f} nm")
print(f"Nb gap {delta/q*1e3:.2f} meV; temperature {temperature:.3f} K")
print(f"Fermi energy {fermi/q:.4f} eV; Fermi mass {mass_f/me:.4f} m_e")
print(f"Fermi velocity {vf:.3e} m/s; scattering time {tau*1e15:.2f} fs")
print(f"Mean free path {path_length*1e9:.2f} nm; ratio to L "
      f"{path_length/length:.4f}")
print(f"Diffusion constant: {diffusion*1e4:.2f} cm2/s")
print(f"E_Th: {thouless*micro:.4f} ueV; Delta/E_Th: {1/u:.2f}")
print(f"Long-limit minigap: {eps_gap*thouless*micro:.3f} ueV")
print(f"Finite-Delta minigap: {device[2]:.5f} E_Th = {minigap*micro:.3f} ueV")
print(f"Finite-Delta minigap / k_B: {minigap/kb:.4f} K")

# Neglected effects for these parameters.
sigma_n = density * q * mobility
sharvin = (2 * q ** 2 / const.h) * kf ** 2 / (4 * np.pi)
for trans in (1.0, transmission):
    r = (1 / trans - 0.5) * sigma_n / (sharvin * length)
    changed = find_fold(grid, u=u, r=r, start=device)[2]
    print(f"Contact transmission {trans:.1f}: r={r:.4f}, minigap "
          f"{changed*thouless*micro:.3f} ueV ({100*(changed/device[2]-1):.1f}%)")
xi_s = np.sqrt(hbar * diff_s / (2 * delta))
r_inverse = sigma_n * xi_s / (sigma_s * length)
inverse_gap = find_fold(grid, u=u, r=r_inverse, start=device)[2]
print(f"Nb conductivity {sigma_s:.1e} S/m; diffusion {diff_s*1e4:.1f} cm2/s")
print(f"Inverse proximity: xi_S {xi_s*1e9:.2f} nm, r={r_inverse:.2e}, "
      f"shift {100*(inverse_gap/device[2]-1):.3f}%")
broadening = hbar / (2 * tau_in)
dos_zero = np.cos(solve_usadel(grid, 1j * broadening / thouless, u)).real[mid]
print(f"Inelastic time {tau_in*1e9:.1f} ns: broadening {broadening*micro:.3f} "
      f"ueV, zero-energy midpoint DOS {dos_zero:.4f}")
print(f"Thermal energy {kb*temperature*micro:.3f} ueV; ratio to minigap "
      f"{kb*temperature/minigap:.4f}")
print(f"Degeneracy E_F/k_BT: {fermi/(kb*temperature):.3e}")
print(f"Disorder parameter k_F l: {kf*path_length:.2f}")
diff_parabolic = mobility * (hbar * kf) ** 2 / (3 * mass0 * q)
print(f"Parabolic-band D / nonparabolic D: {diff_parabolic/diffusion:.3f}")
levels = states * length * width * thickness
edge_width = minigap * (1.5 / (avg_amp * levels * minigap)) ** (2 / 3)
print(f"Normal level spacing, both spins: {micro/levels:.4f} ueV")
print(f"One-level width at gap edge: {edge_width*micro:.3f} ueV")
print("verified")
```

Running it gives:

```
Minigap, fold solver: 3.121619 E_Th
Minigap, quadrature: 3.121619 E_Th
Midpoint psi at minigap: 1.42079
Grid intervals 8: minigap 3.12151209 E_Th
Grid intervals 12: minigap 3.12161883 E_Th
Grid intervals 16: minigap 3.12161914 E_Th
Grid intervals 24: minigap 3.12161914 E_Th
eps=1.0: midpoint psi lower 0.25603, upper 4.08644
eps=2.0: midpoint psi lower 0.55791, upper 2.86746
eps=3.0: midpoint psi lower 1.11069, upper 1.78274
Edge integrals J1, J3: 1.09548, 0.77554
Edge DOS amplitude: midpoint 3.6826, average 1.8413
eps=2.0: DOS midpoint 0.0000, average 0.0000
eps=3.0: DOS midpoint 0.0000, average 0.0000
eps=3.2: DOS midpoint 0.5640, average 0.2843
eps=4.0: DOS midpoint 1.3934, average 0.7579
eps=6.0: DOS midpoint 1.4788, average 0.9259
eps=10.0: DOS midpoint 1.2381, average 0.9165
eps=20.0: DOS midpoint 1.0138, average 0.8785
First finite-gap coefficient: 2.5308
Delta/E_Th=1000: minigap 3.11374 E_Th
Delta/E_Th=100: minigap 3.04513 E_Th
Delta/E_Th=30: minigap 2.88370 E_Th
Delta/E_Th=10: minigap 2.51534 E_Th
InAs density 3.0e+18 cm^-3; mobility 2000 cm2/Vs
InAs edge mass 0.023 m_e; band gap 0.42 eV
Length, width, thickness: 1500, 2000, 200 nm
Nb gap 1.40 meV; temperature 0.030 K
Fermi energy 0.2173 eV; Fermi mass 0.0468 m_e
Fermi velocity 1.104e+06 m/s; scattering time 53.22 fs
Mean free path 58.74 nm; ratio to L 0.0392
Diffusion constant: 216.08 cm2/s
E_Th: 6.3213 ueV; Delta/E_Th: 221.47
Long-limit minigap: 19.733 ueV
Finite-Delta minigap: 3.08647 E_Th = 19.510 ueV
Finite-Delta minigap / k_B: 0.2264 K
Contact transmission 1.0: r=0.0261, minigap 17.673 ueV (-9.4%)
Contact transmission 0.7: r=0.0485, minigap 16.344 ueV (-16.2%)
Nb conductivity 1.0e+07 S/m; diffusion 10.0 cm2/s
Inverse proximity: xi_S 15.33 nm, r=9.83e-05, shift -0.039%
Inelastic time 1.0 ns: broadening 0.329 ueV, zero-energy midpoint DOS 0.0132
Thermal energy 2.585 ueV; ratio to minigap 0.1325
Degeneracy E_F/k_BT: 8.407e+04
Disorder parameter k_F l: 26.21
Parabolic-band D / nonparabolic D: 2.035
Normal level spacing, both spins: 0.0600 ueV
One-level width at gap edge: 0.360 ueV
verified
```
